\section*{Chern-Simons Level of a Planar Dirac Fermion and Its Regulator}

\section{The bare loop}

Q: I am told that integrating out a massive electron in the plane leaves a Chern-Simons term with half a unit of level. A heavy particle should leave nothing behind at low energy. What is being computed, and where could a mass-independent term come from?

A: Take one two-component Dirac field of charge $q$, with $a_\mu=qA_\mu$, $\hbar=1$ and the fermion velocity set to one:
\begin{equation}
\mathcal L=\bar\psi(i\slashed\partial-\slashed a-m)\psi .
\end{equation}
The metric is $(+,-,-)$ and $\epsilon^{012}=1$. The field $a$ is an external one, the temperature is zero, and the chemical potential lies in the gap. The integral over $\psi$ gives $e^{iS[a]}=\mathrm{Det}(i\slashed\partial-\slashed a-m)$ up to a constant, so $S=-i\,\mathrm{Tr}\ln(i\slashed\partial-\slashed a-m)$. The level $k$ is defined by
\begin{equation}
S_{\rm CS}=\frac{k}{4\pi}\int d^3x\,\epsilon^{\mu\nu\lambda}a_\mu\partial_\nu a_\lambda .
\label{cs}
\end{equation}
With one derivative and two fields, $k$ is dimensionless. It can therefore depend on the sign of $m$ without being suppressed by its size. Whether it does is a matter for the loop.

Q: A sign is easily lost here. What fixes it?

A: The choice of matrices. I use $\gamma^0=\sigma_z$, $\gamma^1=i\sigma_y$, $\gamma^2=i\sigma_x$. Then $\gamma^0\gamma^1\gamma^2=-\sigma_z\sigma_y\sigma_x=i$, and
\begin{equation}
\gamma^\mu\gamma^\nu=g^{\mu\nu}+i\epsilon^{\mu\nu\lambda}\gamma_\lambda,\qquad
\mathrm{tr}\,\gamma^\mu\gamma^\nu\gamma^\lambda=2i\epsilon^{\mu\nu\lambda}.
\label{tr}
\end{equation}
The other inequivalent representation, $\gamma^\mu\to-\gamma^\mu$, reverses this trace and with it every level below. For four-component fermions built from both representations with the same $m$, the two contributions cancel.

Now expand. With $G(k)=(\slashed k-m)^{-1}$, the second-order term of $\mathrm{Tr}\ln(G^{-1}-\slashed a)$ is $-\frac12\mathrm{Tr}\,G\slashed aG\slashed a$. With $a(x)=\int\frac{d^3p}{(2\pi)^3}e^{-ip\cdot x}a(p)$,
\begin{equation}
S_2=\frac i2\int\!\frac{d^3p}{(2\pi)^3}\,a_\mu(-p)a_\nu(p)\int\!\frac{d^3k}{(2\pi)^3}\,
\mathrm{tr}\,[\gamma^\mu G(k+p)\gamma^\nu G(k)] .
\label{s2}
\end{equation}
Write $G(k)=(\slashed k+m)/(k^2-m^2)$. By (\ref{tr}), the terms of the numerator linear in $m$ are
\begin{align}
m\,\mathrm{tr}[\gamma^\mu(\slashed k+\slashed p)\gamma^\nu]+m\,\mathrm{tr}[\gamma^\mu\gamma^\nu\slashed k]
&=2im\left[\epsilon^{\mu\lambda\nu}(k+p)_\lambda+\epsilon^{\mu\nu\lambda}k_\lambda\right]\nonumber\\
&=-2im\,\epsilon^{\mu\nu\lambda}p_\lambda .
\end{align}
The loop momentum has dropped out of the numerator, so what remains is a convergent scalar integral.

Q: Show me that integral, including the factor from rotating the contour.

A: Put $k^0=ik_4$ and $p^0=ip_4$. The measure gives a factor $i$, the two denominators give two minus signs that cancel, and $p^2=-P^2$ with $P$ the Euclidean length. The integral is $iB$, where a Feynman parameter $x$ and a shift give
\begin{align}
B&=\int_0^1\!dx\int\!\frac{d^3\ell_E}{(2\pi)^3}\frac1{(\ell_E^2+D)^2},\qquad D=m^2+x(1-x)P^2,\nonumber\\
&=\int_0^1\!dx\,\frac1{2\pi^2}\,\frac{\pi}{4\sqrt D}=\frac1{8\pi}\int_0^1\frac{dx}{\sqrt D}.
\end{align}
With $x=\frac12+u$, $D=m^2+P^2/4-P^2u^2$, and the last integral is
\begin{equation}
\int_{-1/2}^{1/2}\!\frac{du}{\sqrt D}=\frac2P\arcsin\frac{P/2}{\sqrt{m^2+P^2/4}}=\frac2P\arctan\frac{P}{2|m|}.
\end{equation}
Hence $B=\arctan(P/2|m|)/(4\pi P)$. Inserting the trace and $iB$ in (\ref{s2}), the prefactor is $\frac i2(-2i)(i)=i$:
\begin{equation}
S_{\rm odd}=i\int\!\frac{d^3p}{(2\pi)^3}\,mB\,\epsilon^{\mu\nu\lambda}p_\lambda a_\mu(-p)a_\nu(p).
\end{equation}
In position space $p_\lambda a_\nu$ becomes $i\partial_\lambda a_\nu$. The factor $i\cdot i=-1$ is removed by exchanging the last two indices of $\epsilon$. Comparison with (\ref{cs}) gives
\begin{equation}
k(P)=4\pi mB=\frac mP\arctan\frac{P}{2|m|}
=\frac{\mathrm{sgn}(m)}2\left(1-\frac{P^2}{12m^2}+\dots\right).
\label{kp}
\end{equation}
For $P\ll|m|$ the level is $\mathrm{sgn}(m)/2$. The mass in the numerator cancels the $1/|m|$ of the integral, which is why a heavy fermion does not decouple from this term.

Q: Then what happens at $m=0$? The sign is undefined there.

A: The order of limits matters. At fixed $P$, (\ref{kp}) goes to zero as $m\to0$; at fixed $m$, it goes to $\pm\frac12$ as $P\to0$. The half-level is a statement about fields that vary slowly on the scale $1/|m|$. At a real frequency $\omega<2|m|$ and zero wave vector, $P=i\omega$ gives $k=(m/\omega)\,\mathrm{artanh}(\omega/2|m|)$. Its magnitude grows with $\omega$ and diverges at the pair threshold.

\section{Half a charge}

Q: I distrust a half that comes out of a Feynman integral. Can you see it in the spectrum?

A: Yes, in a uniform magnetic field. First find what (\ref{cs}) predicts. The coupling is $-a_\mu J^\mu$, so
\begin{equation}
J^\mu=-\frac{\delta S}{\delta a_\mu}=-\frac{k}{2\pi}\epsilon^{\mu\nu\lambda}\partial_\nu a_\lambda ,
\end{equation}
where the two fields in (\ref{cs}) contribute equally after integration by parts. Lower spatial components carry a minus sign, so $\partial_1a_2-\partial_2a_1=-b$ with $b=\partial_xa^y-\partial_ya^x$. With $e_y=-\partial_ya_0-\partial_ta^y$,
\begin{equation}
J^0=\frac{k\,b}{2\pi},\qquad
J^x=-\frac k{2\pi}(\partial_ya_0+\partial_ta^y)=\frac k{2\pi}\,e_y .
\label{j}
\end{equation}
The Hall conductivity is thus $\sigma_{xy}=k/2\pi$ for unit charge.

Now the spectrum. The Hamiltonian is $\gamma^0\gamma^i\pi_i$ plus the mass term, with $\boldsymbol\pi=\mathbf p-\mathbf a$ and $\pi_\pm=\pi_x\pm i\pi_y$:
\begin{equation}
H=\sigma_x\pi_x-\sigma_y\pi_y+m\sigma_z=\begin{pmatrix}m&\pi_+\\ \pi_-&-m\end{pmatrix}.
\end{equation}
Since $[\pi_x,\pi_y]=ib$, we have $\pi_+\pi_-=\pi^2+b$ and $\pi_-\pi_+=\pi^2-b$. Take $b>0$. The Landau values of $\pi^2$ are $(2n+1)b$, so $\pi_-\pi_+$ has zero modes $\pi_+\varphi=0$, with $b/2\pi$ states per area, and $\pi_+\pi_-$ has none. The spinor $(0,\varphi)$ has energy $-m$. The other levels come in pairs $\pm\sqrt{m^2+2nb}$ with $n\ge1$.

The vacuum charge, ordered so that particles and holes are treated alike, is $-\frac12\sum\mathrm{sgn}(E)$. The pairs cancel and the unpaired level leaves
\begin{equation}
J^0=-\frac12\,\mathrm{sgn}(-m)\,\frac b{2\pi}=\frac{\mathrm{sgn}(m)}2\,\frac b{2\pi}.
\end{equation}
This agrees with (\ref{j}) in size and sign. The half is the contribution of a single level that is either filled or empty, counted from the midpoint between the two.

\section{Why a regulator is needed}

Q: The odd part was finite and the spectrum confirms it. Why bring in a regulator at all?

A: Because the same loop has an even part, and that part is not finite. Its numerator follows from the four-matrix trace implied by (\ref{tr}):
\begin{equation}
N^{\mu\nu}=2\left[(k+p)^\mu k^\nu+k^\mu(k+p)^\nu-g^{\mu\nu}\bigl(k\cdot(k+p)-m^2\bigr)\right].
\end{equation}
Substitute $k=\ell-xp$ and $k+p=\ell+(1-x)p$, drop terms odd in $\ell$, and replace $\ell^\mu\ell^\nu$ by $g^{\mu\nu}\ell^2/3$ with $\ell^2=-\ell_E^2$:
\begin{align}
N^{\mu\nu}&\to2g^{\mu\nu}\left[\tfrac13\ell_E^2+m^2+x(1-x)p^2\right]-4x(1-x)p^\mu p^\nu\nonumber\\
&=2g^{\mu\nu}\left(\tfrac13\ell_E^2+D\right)+4x(1-x)\left(g^{\mu\nu}p^2-p^\mu p^\nu\right),
\label{even}
\end{align}
because $m^2=D+x(1-x)p^2$. The second term is transverse and convergent. The first, divided by $(\ell_E^2+D)^2$, is a total derivative:
\begin{equation}
\frac{\partial}{\partial\ell_i}\frac{\ell_i}{\ell_E^2+D}
=\frac{3}{\ell_E^2+D}-\frac{2\ell_E^2}{(\ell_E^2+D)^2}
=\frac{3(\frac13\ell_E^2+D)}{(\ell_E^2+D)^2}.
\end{equation}
Over a ball of radius $\Lambda$ it becomes a surface term,
\begin{equation}
\frac{2g^{\mu\nu}}{3(2\pi)^3}\,\frac{4\pi\Lambda^3}{\Lambda^2+D}
=g^{\mu\nu}\frac{\Lambda^3}{3\pi^2(\Lambda^2+D)} .
\label{surf}
\end{equation}
At $p=0$ no shift of $k$ was needed, and $D=m^2$. A constant $a_\mu$, which is locally a pure gauge, would then cost an action growing with $\Lambda$. For $|m|=0.8$ and $\Lambda=40$ the coefficient is $1.3504$, and direct integration of the matrix propagators gives the same number. So the unregulated loop does not define a gauge-invariant theory, although its odd part looks harmless.

Q: You shifted $k$ inside a linearly divergent integral at $p\ne0$. Is that allowed?

A: With the ball as cutoff it is harmless. Displacing the ball by a vector $c$ changes the integral by $\oint dS\,c\cdot\hat n\,f$, where $f$ is the integrand. The leading $1/k^2$ part of $f$ is even in $k$, so it averages to zero over the sphere, and the rest is of order $1/\Lambda$. This relies on a cutoff symmetric under $k\to-k$, and it does nothing about the term (\ref{surf}). Subtraction, which is what Pauli and Villars' device supplies, removes both difficulties. Add a spinor of mass $M$ with the same gamma matrices and coupling but bosonic statistics. Its determinant appears in the denominator:
\begin{equation}
e^{iS_{\rm reg}}=\frac{\mathrm{Det}(i\slashed\partial-\slashed a-m)}{\mathrm{Det}(i\slashed\partial-\slashed a-M)},
\qquad S_{\rm reg}=S_m-S_M .
\label{pv}
\end{equation}
The leading $1/k^2$ parts of the two integrands cancel. The difference falls as $1/k^4$, which converges in three dimensions and permits the shift. The surface terms (\ref{surf}) differ by an amount of order $(D_M-D_m)/\Lambda$, which vanishes as $\Lambda\to\infty$. What survives is transverse.

\section{What the regulator leaves behind}

Q: Send $|M|$ to infinity, then. A regulator should disappear from the answer.

A: Its even part does. The transverse term in (\ref{even}) gives, with the prefactor $\frac i2\cdot i=-\frac12$,
\begin{equation}
S_{\rm even}=-\frac12\int\!\frac{d^3p}{(2\pi)^3}\,\Pi\,a_\mu(-p)(g^{\mu\nu}p^2-p^\mu p^\nu)a_\nu(p),
\quad \Pi=\int_0^1\!dx\,\frac{4x(1-x)}{8\pi\sqrt D}.
\end{equation}
This is $-\frac14\Pi f_{\mu\nu}f^{\mu\nu}$ at low momentum, with
\begin{equation}
\Pi(0)=\frac{4}{8\pi|m|}\cdot\frac16=\frac1{12\pi|m|}.
\end{equation}
For the regulator this is $1/(12\pi|M|)\to0$. The odd part behaves differently: by (\ref{kp}) it tends to $\mathrm{sgn}(M)/2$. The subtraction in (\ref{pv}) then gives
\begin{equation}
k_{\rm reg}=\frac{\mathrm{sgn}(m)-\mathrm{sgn}(M)}2
=\begin{cases}0,&\mathrm{sgn}(M)=\mathrm{sgn}(m),\\ \mathrm{sgn}(m)=\pm1,&\mathrm{sgn}(M)=-\mathrm{sgn}(m).\end{cases}
\label{kreg}
\end{equation}
The regulated loop, integrated numerically at $P=0.01$ with $|m|=0.8$ and $|M|=2.5$, gives $0.999993$ for $m>0>M$. The shortfall is the $P^2$ correction in (\ref{kp}): $\frac1{24}P^2(m^{-2}+M^{-2})\approx7\times10^{-6}$.

Q: You looked at two powers of $a$. Could the heavy regulator leave something at higher order?

A: Not in perturbation theory for smooth fields. Odd powers vanish by charge conjugation. To see this, transpose the operator, which leaves its determinant unchanged and turns $\partial$ into $-\partial$. Conjugation by $\sigma_y$ takes each transposed matrix $(\gamma^\mu)^T$ to $-\gamma^\mu$. The combined result is $i\slashed\partial+\slashed a-m$, so $S[a]=S[-a]$ for either sign of mass. For $n\ge4$ fields the loop converges and, by dimensions, scales as $|M|^{3-n}$, with further inverse powers of $M$ for each derivative.

Q: Then the answer depends on the sign of an unphysical mass. Is that a defect of the method?

A: It records a choice that the low-energy Lagrangian does not contain. A reflection of one spatial axis reverses the sign of the mass term and of the Chern-Simons term. The massless Lagrangian is invariant under it, but the regulator mass is not, for either sign. For $|m|\ll P\ll|M|$, the light fermion contributes almost nothing and $k\approx-\mathrm{sgn}(M)/2$ remains. This is the parity anomaly, seen here at one loop.

What the choice cannot do is restore a half-integer at low energy. With $N$ quanta of flux through a closed surface, $\int b=2\pi N$, and (\ref{j}) gives a charge $Q=kN$. A gauge transformation that winds once around the Euclidean time circle multiplies the weight of this ground state by $e^{\pm2\pi iQ}$. For $k=\frac12$ and $N=1$ that is $-1$; for integer $k$ it is $1$. The values in (\ref{kreg}) pass this requirement, and the bare half-level by itself does not.

Nor are $0$ and $\pm1$ the whole list if several regulators are used. With integer weights $c_i$ obeying $\sum_ic_i=-1$, the level is $\frac12[\mathrm{sgn}(m)+\sum_ic_i\,\mathrm{sgn}(M_i)]$. This is an integer, since the bracket has the parity of $1+\sum_ic_i=0$, but it can be larger than one.

\section{A regulator made of ordinary fermions}

Q: A bosonic spinor is a formal device. Does anything with a proper Hilbert space behave this way?

A: A lattice does. Take two orbitals per site and
\begin{equation}
H=\sin k_x\,\sigma_x-\sin k_y\,\sigma_y+\left[m+r(2-\cos k_x-\cos k_y)\right]\sigma_z .
\end{equation}
Near $\mathbf k=0$ this is our fermion. Near $(\pi,0)$ and $(0,\pi)$ one sine changes sign, which reverses the orientation, and the mass is $m+2r$. Near $(\pi,\pi)$ both change sign, the orientation is restored, and the mass is $m+4r$. The level of the filled band can change only where the gap closes, and each closing changes it by the jump of the local Dirac term. For $|m|\to\infty$ the band becomes independent of $\mathbf k$ and its level is zero. These facts fix
\begin{equation}
k=\tfrac12\left[\mathrm{sgn}(m)-2\,\mathrm{sgn}(m+2r)+\mathrm{sgn}(m+4r)\right],
\end{equation}
which for $|m|<2|r|$ is $\frac12[\mathrm{sgn}(m)-\mathrm{sgn}(r)]$. In the static level the three doublers together act as the regulator, with $r$ in the place of $M$. Numerically, for all four sign choices at $|m|=0.5$, $|r|=1$, the band's Hall response gives this integer $k$, and on a torus with $N=1$ and $2$ flux quanta the number of filled states exceeds one per site by $kN$.

\section{Numbers}

Q: Give me magnitudes, and tell me what the fermion velocity does to them.

A: Use Hartree atomic units with a mass energy $m=0.01$ hartree and a magnetic field $B=10^{-4}$. The Chern-Simons term contains no metric, so rescaling time by the velocity leaves it unchanged. For a uniform electric field at zero magnetic field, the frequency-dependent level involves only the ratio of frequency to mass energy, and the velocity cancels there too, as it does in the polarizability. The magnetic field, which is $23.5$ T, is used only for the induced charge. The static level does not depend on it. The polarizability and the finite-frequency levels below are zero-field values, which require $v^2B\ll m^2$. At $B=10^{-4}$ and a velocity $v=1$ atomic unit, Landau quantization changes $2.65$ bohr to $2.50$, $0.511$ to $0.509$ and $0.464$ to $0.468$; at $v=10^6$ m/s the polarizability becomes $2.64$ bohr.

The bare level $\frac12$ gives
\begin{equation}
\sigma_{xy}=\frac{0.5}{2\pi}\frac{e^2}{\hbar}=0.0796\,\frac{e^2}{\hbar}=1.937\times10^{-5}\ \mathrm S .
\end{equation}
The induced charge density is $0.5\times10^{-4}/2\pi=7.96\times10^{-6}\,e/\mathrm{bohr}^2$; the sign of $q$ drops out because the response contains $q^2$. With a regulator of opposite sign both values double, and with one of equal sign both vanish. The even part gives an in-plane polarizability per area of $1/(12\pi\times0.01)=2.65$ bohr.

At a real frequency of $0.005$ hartree the bare level is $2\,\mathrm{artanh}(0.25)=0.511$. At an imaginary frequency of $0.01$ hartree it is $\arctan(0.5)=0.464$. There the regulated level approaches its limit as follows:
\begin{center}
\begin{tabular}{ccc}
$|M|$ (hartree) & $k_{\rm reg}$, $M>0$ & $k_{\rm reg}$, $M<0$\\
$0.01$ & $0$ & $0.9273$\\
$0.1$ & $-0.0359$ & $0.9632$\\
$1$ & $-0.0363$ & $0.9636$\\
$1000$ & $-0.0364$ & $0.9636$
\end{tabular}
\end{center}

Q: Those last entries are not integers.

A: The regulator has reached its limit $\pm\frac12$, but the light fermion is being probed at a frequency equal to its own mass energy. The integers in (\ref{kreg}) were derived for $P\ll|m|$ and $P\ll|M|$; sending $|M|\to\infty$ secures only the second condition. At an imaginary frequency of $1$ hartree, a hundred times the mass energy, the bare level has fallen to $0.016$. With $|M|=1000$ hartree the regulated level is then $-0.484$ for $M>0$ and $0.516$ for $M<0$, close to the regulator's own half.

\section*{Values computed for the example and the checks}
\begin{verbatim}
LOOP INTEGRAL (units hbar = velocity = 1)
|m| = 0.8, |M| = 2.5, small momentum p = 0.01
general momentum (p4,p1,p2) = [ 0.7 -0.5  0.6]
largest deviation from derived tensor: 2.9e-13
sgn m = +1, sgn M = +1: level from loop = -0.000006
sgn m = +1, sgn M = -1: level from loop = +0.999993
sgn m = -1, sgn M = +1: level from loop = -0.999993
sgn m = -1, sgn M = -1: level from loop = +0.000006
cutoff 40: unregulated surface term, 00 component = 1.350409
same from the derived formula = 1.350409
LATTICE (dimensionless)
|m| = 0.5, |r| = 1.0, torus 10 x 10 sites
sgn m = +1, sgn r = +1: level = +0.000000, charge at 1, 2 flux quanta = +0, +0
sgn m = +1, sgn r = -1: level = +1.000000, charge at 1, 2 flux quanta = +1, +2
sgn m = -1, sgn r = +1: level = -1.000000, charge at 1, 2 flux quanta = -1, -2
sgn m = -1, sgn r = -1: level = -0.000000, charge at 1, 2 flux quanta = +0, +0
EXAMPLE (hartree atomic units)
mass energy = 0.01 hartree, magnetic field = 1.0e-04 a.u.
level from Hall response, m > 0: +0.500000
level from Hall response, m < 0: -0.500000
Hall conductivity, bare, m > 0 = 0.079577 e^2/hbar = 1.93702e-05 S
Hall conductivity at level 1 = 0.159155 e^2/hbar = 3.87405e-05 S
induced density, level 1/2 = 7.9577e-06 per bohr^2
induced density, level 1 = 1.5915e-05 per bohr^2
in-plane polarizability per area = 2.6526 bohr
level at real frequency 0.005 hartree = 0.510826
level at imaginary frequency 0.01 hartree = 0.463648
regulated level at imaginary frequency 0.01 hartree:
|M| = 0.01 hartree: M > 0 +0.000000, M < 0 +0.927295, regulator polarizability 2.653e+00 bohr
|M| = 0.1 hartree: M > 0 -0.035936, M < 0 +0.963232, regulator polarizability 2.653e-01 bohr
|M| = 1 hartree: M > 0 -0.036348, M < 0 +0.963643, regulator polarizability 2.653e-02 bohr
|M| = 1000 hartree: M > 0 -0.036352, M < 0 +0.963648, regulator polarizability 2.653e-05 bohr
at imaginary frequency 1.0 hartree, far above the mass:
bare level = +0.015508
regulated level, M = +1000 hartree: -0.484492
regulated level, M = -1000 hartree: +0.515508
\end{verbatim}
